# Why a titanium-like fine-structure line changes little from xenon to bismuth

**Question.** A titanium-like ion has 22 electrons and the ground configuration $3d^4$. The magnetic-dipole line between its lowest $J=2$ and $J=3$ levels is observed at roughly 340 to 420 nm from xenon to bismuth. Fine structure normally grows about as the fourth power of the effective nuclear charge. Why does this interval change so little?

## The mechanism: what spin-orbit coupling can pull apart

Take first a common radial function for all $3d$ electrons. Apart from a shift common to all levels, the Hamiltonian of the open shell is

$$H=V_C+\zeta\sum_{i=1}^{4}\mathbf l_i\cdot\mathbf s_i ,$$

with angular momenta in units of $\hbar$. Here $\zeta$ is the spin-orbit constant and $V_C$ is the Coulomb repulsion, expressed through the Slater integrals $F^0,F^2,F^4$. The integral $F^0$ adds the same $6F^0$ to every state, one for each electron pair. The ratio $F^4/F^2$ is set to its hydrogenic value, $15/23$. One energy scale and one dimensionless ratio remain:

$$\Delta\equiv E(3)-E(2)=F^2g(x),\qquad x=\zeta/F^2. \tag{1}$$

For one electron, $\mathbf l\cdot\mathbf s=[j(j+1)-l(l+1)-3/4]/2$. With $l=2$ this is $+1$ for $j=5/2$ and $-3/2$ for $j=3/2$, so the two orbitals lie $5\zeta/2$ apart. Let $n_J$ be the mean number of $3d_{5/2}$ electrons in the lowest level of given $J$. The other $4-n_J$ electrons are $3d_{3/2}$, hence

$$\Big\langle\sum_i\mathbf l_i\cdot\mathbf s_i\Big\rangle_J=n_J-\tfrac32(4-n_J)=\tfrac52n_J-6 .$$

By the Hellmann–Feynman theorem, the derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian. At fixed $F^2$, therefore,

$$\frac{dg}{dx}=\frac52\,(n_3-n_2). \tag{2}$$

A stronger spin-orbit coupling widens the gap only while the upper level holds more $3d_{5/2}$ electrons than the lower one. What sets the slope is this difference in occupation, which itself depends on $\zeta/F^2$. The two coupling limits show how this difference disappears.

## The LS limit

For $\zeta\ll F^2$, the lowest term is $^5D$, with $S=L=2$. Its state with $M_S=2$, $M_L=2$ has four spin-up electrons with $m_l=2,1,0,-1$. The transverse parts of $\mathbf l\cdot\mathbf s$ flip a spin and have no expectation value here, so the spin-orbit energy is

$$\zeta\sum_i m_{l,i}m_{s,i}=\tfrac12\zeta(2+1+0-1)=\zeta .$$

Within the term, the interaction has the form $A\,\mathbf L\cdot\mathbf S$, which gives $4A$ in the same state. Thus $A=\zeta/4$. Since $\mathbf L\cdot\mathbf S=[J(J+1)-12]/2$ equals $0$ for $J=3$ and $-3$ for $J=2$,

$$\Delta_{LS}=\tfrac34\zeta,\qquad g\simeq\tfrac34x. \tag{3}$$

The occupations follow from the same values. For $J=3$, $\tfrac52n_3-6=0$ gives $n_3=2.4$. For $J=2$, $\tfrac52n_2-6=-\tfrac34$ gives $n_2=2.1$. Their difference, 0.3, reproduces the slope $3/4$ in (2).

Mixing with other terms of the same $J$ adds $b\,\zeta^2/F^2$. The second-order shifts, in units of $\zeta^2/F^2$, are $-10.15$ for $J=2$ and $-7.03$ for $J=3$. Hence $b=3.12$: the lower level is pushed down more, and the gap at first rises slightly faster than $3\zeta/4$. The flattening is therefore not the first departure from LS coupling. It requires stronger mixing.

## The jj limit

For $\zeta\gg F^2$, the lowest configuration is $(3d_{3/2})^4$. It is a filled subshell and has only $J=0$. The next is $(3d_{3/2})^3(3d_{5/2})$. Three electrons in $3d_{3/2}$ act as one hole with $j=3/2$, which couples with $j=5/2$ to $J=1,2,3,4$, once each. The lowest $J=2$ and $J=3$ levels now both have $n_J=1$. Their one-electron energies cancel in the difference, and the gap comes from the interaction between the hole and the $3d_{5/2}$ electron.

For this part the two radial functions may differ. Let $\rho_{ab}(r)$ be the radial product density of orbitals $a$ and $b$, including both Dirac components. Define

$$F^2=\iint\frac{r_<^2}{r_>^3}\rho_{33}(r)\rho_{55}(r')\,dr\,dr',\qquad
G^2=\iint\frac{r_<^2}{r_>^3}\rho_{35}(r)\rho_{35}(r')\,dr\,dr',$$

where the subscripts 3 and 5 mean $3d_{3/2}$ and $3d_{5/2}$. With equal radial functions, $G^2=F^2$.

Let $\Phi_h^p$ be the filled subshell with orbital $h$ replaced by $p$. To compare $\Phi_h^p$ with $\Phi_{h'}^{p'}$, line up their orbitals. In the places $(h,h')$ the first contains $(p,h')$ and the second $(h,p')$. The Slater–Condon rule then gives

$$\langle\Phi_{h'}^{p'}|V|\Phi_h^p\rangle=
\langle p'h|v|h'p\rangle-\langle p'h|v|ph'\rangle, \tag{4}$$

where $v=1/r_{12}$ in atomic units. Terms with $p=p'$ or $h=h'$ follow the same formula, apart from the interaction with the filled subshell. That interaction is spherical and independent of $J$. The second term in (4) is the direct interaction, negative because an electron is missing. The first is the exchange interaction.

**Direct part.** Write $C^2_q$ for the normalized spherical harmonic with $C^2_0=(3\cos^2\theta-1)/2$. A $3d_{3/2}$ density has no multipole above rank 3, and parity removes odd ranks. Only $k=2$ can therefore split the levels. For $m_l=0,\pm1,\pm2$, the expectation values of $C^2_0$ are $2/7,1/7,-2/7$. The needed states with $m=j$ are

$$|\tfrac52,\tfrac52\rangle=|2\uparrow\rangle,\qquad
|\tfrac32,\tfrac32\rangle=-\sqrt{\tfrac15}|1\uparrow\rangle+\sqrt{\tfrac45}|2\downarrow\rangle,$$

with expectation values $-2/7$ and $\frac15\cdot\frac17-\frac45\cdot\frac27=-\frac15$.

Within fixed $j$, the Wigner–Eckart theorem permits $C^2_0=\beta_jQ_0$ with $Q_0=3j_z^2-j(j+1)$. In these two states $Q_0$ equals 10 and 3, so $\beta_{5/2}=-1/35$ and $\beta_{3/2}=-1/15$. A hole has the time-reversed state of the missing electron. The quadrupole operator does not change under time reversal, so the minus sign in (4) is the only sign change.

The scalar product of two quadrupoles follows from their Cartesian form $Q_{ab}=\frac32(j_aj_b+j_bj_a)-\delta_{ab}\mathbf j^2$. With the normalization $Q_{zz}=Q_0$, it is $\frac23\sum_{ab}Q_{ab}(1)Q_{ab}(2)$. Moving the components of one angular momentum past each other with $\sum_{ab}\epsilon_{abc}j_aj_b=ij_c$ gives

$$Q(1)\cdot Q(2)=6(\mathbf j_1\cdot\mathbf j_2)^2+3\,\mathbf j_1\cdot\mathbf j_2-2\,\mathbf j_1^2\mathbf j_2^2 .$$

Set $K=2\mathbf j_1\cdot\mathbf j_2=J(J+1)-\frac{15}{4}-\frac{35}{4}=J(J+1)-\frac{25}{2}$. Then

$$Q(1)\cdot Q(2)=\tfrac32K(K+1)-\tfrac{525}{8}.$$

For $J=3$, $K=-1/2$ and the result is $-\frac38-\frac{525}{8}=-66$. For $J=2$, $K=-13/2$ and it is $\frac{429}{8}-\frac{525}{8}=-12$. Multiplication by $-\beta_{3/2}\beta_{5/2}F^2=-F^2/525$ gives direct energies $22F^2/175$ and $4F^2/175$.

**Exchange part.** In the first term of (4), each density joins the particle to the hole. Its part of rank $k$ is $G^k\sum_q|v_q\rangle\langle v_q|$, where

$$|v_q\rangle=\sum_{p,h}\langle p|C^k_q|h\rangle\,|\Phi_h^p\rangle .$$

This state is made by a tensor of rank $k$ acting on a filled subshell with $J=0$, so it has $J=k$. Only even $k$ survive parity. Thus $J=3$ receives no exchange energy, and $J=2$ receives $G^2\langle v_0|v_0\rangle$.

The norm needs $\langle\frac52,m|C^2_0|\frac32,m\rangle$. For $m=\frac32$, the $j=5/2$ state is $\sqrt{4/5}|1\uparrow\rangle+\sqrt{1/5}|2\downarrow\rangle$, and the element is $\frac25(-\frac17-\frac27)=-\frac6{35}$. For $m=\frac12$, the states are

$$|\tfrac52,\tfrac12\rangle=\sqrt{\tfrac35}|0\uparrow\rangle+\sqrt{\tfrac25}|1\downarrow\rangle,\quad
|\tfrac32,\tfrac12\rangle=-\sqrt{\tfrac25}|0\uparrow\rangle+\sqrt{\tfrac35}|1\downarrow\rangle,$$

and the element is $\frac{\sqrt6}{5}(-\frac27+\frac17)=-\frac{\sqrt6}{35}$. Negative $m$ gives the same squares, so the norm is $2(36+6)/1225=12/175$. Collecting terms,

$$E(3)=E_0+\frac{22F^2}{175},\qquad
E(2)=E_0+\frac{4F^2+12G^2}{175},$$

$$\boxed{\Delta_{jj}=\frac{18F^2-12G^2}{175}}\quad\longrightarrow\quad\frac{6F^2}{175}\ \text{for }G^2=F^2. \tag{5}$$

Diagonalization in the space of four-electron determinants tests both limits. A trial with unequal $F^2$ and $G^2$, taken together with the limit for equal integrals, checks both coefficients in (5).

## Between the limits

At finite $\zeta$, the Coulomb interaction mixes in configurations with two or three $3d_{5/2}$ electrons, which lie $5\zeta/2$ and $5\zeta$ higher. The resulting shifts are $-0.0173$ for $J=2$ and $-0.0132$ for $J=3$, in units of $(F^2)^2/\zeta$. Subtracting them gives, for common radial functions,

$$g(x)=\frac6{175}+\frac{a}{x}+\cdots,\qquad a=0.0041. \tag{6}$$

Because $a$ is positive, $g$ approaches its jj limit from above. It must therefore rise from zero, pass a maximum and fall. The computed maximum is $g=0.0654$ at $x=0.138$, almost twice the limiting value $0.0343$.

Equation (2) gives the physical reading. At the maximum, both levels contain the same mean number of $3d_{5/2}$ electrons. On the LS side $J=3$ contains more. On the jj side $J=2$ retains slightly more, and at large $x$ (2) and (6) give $n_3-n_2\simeq-2a/(5x^2)$. There an increase of $\zeta$ lowers $g$.

The actual gap is $F^2g$, and $F^2$ continues to rise. For hydrogenic orbitals in an effective charge $Z_{\rm eff}$, lengths scale as $1/Z_{\rm eff}$. Hence $F^2\propto Z_{\rm eff}$. The spin-orbit constant contains the mean value of $Z_{\rm eff}/r^3$, so $\zeta\propto Z_{\rm eff}^4$ and $x\propto Z_{\rm eff}^3$. Differentiating $\ln\Delta=\ln F^2+\ln g$ gives

$$\frac{d\ln\Delta}{d\ln Z_{\rm eff}}=1+3\frac{d\ln g}{d\ln x}. \tag{7}$$

With this scaling, a locally constant wavelength requires $d\ln g/d\ln x=-1/3$. The ions computed below do not follow hydrogenic scaling exactly, and from xenon to bismuth they need about $-0.36$. The most negative computed slope is $-0.41$, at $x=0.25$. The curve thus passes through the required value on either side of this point, and in between the gap can even decrease slightly. At still larger $x$ the slope of $g$ tends to zero and the gap grows as $F^2$. The plateau is a feature of the crossover, not an asymptotic law.

## The numbers for real ions

The ions are treated with a point nucleus and the Dirac–Coulomb Hamiltonian. Orbitals come from a self-consistent local potential, after which the $3d$ energies are evaluated with exact core exchange. All states of $3d^4$ are mixed. Breit interaction, QED shifts and mixing with other configurations are left out.

To place an ion on the curve $g(x)$, $F^2$ is averaged over the two $3d$ orbitals with weights $2/5$ and $3/5$. The constant $\zeta$ is $2/5$ of their energy separation, including the spherical repulsion of the other $3d$ electrons. The column "full" below does not use this reduction to two parameters.

| Ion | $x$ | $g(x)$ | Full (nm) | LS, eq. (3) (nm) | jj, eq. (5) (nm) |
|---|---:|---:|---:|---:|---:|
| Kr | 0.025 | 0.0195 | 2293 | 2423 | 1309 |
| Xe | 0.126 | 0.0651 | 377 | 260 | 703 |
| Nd | 0.186 | 0.0622 | 342 | 153 | 608 |
| Er | 0.291 | 0.0523 | 343 | 83 | 513 |
| W | 0.393 | 0.0470 | 340 | 55 | 458 |
| Au | 0.494 | 0.0440 | 333 | 41 | 420 |
| Bi | 0.586 | 0.0423 | 324 | 32 | 393 |

Krypton still follows the LS law within about 6% of the full wavelength. Xenon lies just below the maximum of $g$, where neither limit is adequate. Its $J=3$ level has weight 62% on the pure LS state and 57% on the pure jj state. These weights need not add to 100%, because the two reference states overlap. In bismuth the jj weights are 98% for both levels.

From xenon to bismuth, $\zeta$ grows by a factor 8.06 and $F^2$ by 1.73, while $g$ falls by a factor 0.650. Equation (1) therefore predicts

$$\frac{\Delta_{\rm Bi}}{\Delta_{\rm Xe}}\simeq1.731\times0.6497=1.12 .$$

The full calculation gives 1.16, from 26,500 to 30,900 $\mathrm{cm^{-1}}$. The change is uneven. Between xenon and neodymium, $g$ is near its maximum and cannot offset $F^2$, so the gap rises by 10%. From neodymium to tungsten, $F^2$ rises by 31% and $g$ falls by 24%; the full gap changes by less than 1%. The measured lines (about 375 nm in neodymium and 363 nm in tungsten) give a rise of about 3.5%, so the model makes this stretch somewhat flatter than it is in the real ions. The computed gap dips by 0.3% from neodymium to erbium. The two-parameter form $F^2g$ dips as well (343 to 347 nm in wavelength), as the sign change allowed by (7) suggests. A feature this small lies well within the error of the model and is not a prediction for the real ions. Beyond tungsten the gap rises more clearly.

Bismuth also shows the effect of unequal radial functions. With $F^2=3.216$ and $G^2=3.134$ hartree, equation (5) gives

$$\Delta_{jj}=\frac{18(3.216)-12(3.134)}{175}=0.116\ \text{hartree},$$

or 393 nm. Setting $G^2=F^2$ would give 0.110 hartree. A difference of 2.6% between the integrals thus changes the jj gap by 5%, because (5) subtracts two large terms. The mixing term in (6) adds $aF^2/x=0.0041\times3.21/0.586\simeq0.022$ hartree. The sum, 0.138 hartree, corresponds to about 330 nm, close to the full 324 nm. The full gap lies 0.025 hartree above the jj value, so at $x=0.59$ the $1/x$ term alone is about 10% short of the whole mixing correction. Even at 98% jj purity, the remaining mixing supplies a substantial part of the gap.

The computed band, 324 to 377 nm, lies about 5 to 10% below the rough observed band when their ends are compared. Raising the strength of the local exchange potential by half shortens the computed wavelength by less than 1% in both xenon and bismuth, so the strength of the local exchange does not account for the offset. The tabulated wavelengths do not change in the digits shown when the radial basis and grid are enlarged, but they depend on the orbitals: configuration-average Dirac–Fock orbitals lengthen them by about 1% from xenon (380 nm) to bismuth (327 nm) and shorten the krypton value by 2%. This removes only a small part of the offset. The omitted configuration mixing and Breit interaction also change the wavelengths, and not necessarily in the same direction for every ion. Their contributions have not been calculated here, so the cause of the offset remains open. The offset limits the accuracy of the wavelengths. The near-constancy itself follows from the rise of $F^2$ and the fall of $g$, both visible in the numerical output.

## Computed values

```
hydrogenic F2/Z = 0.045421 hartree
hydrogenic F4/F2 = 0.652174
jj limit of g, 6/175 = 0.034286
LS second-order coefficient b = 3.1211
LS shifts/(zeta^2/F2): J=2 -10.1532, J=3 -7.0321
jj second-order coefficient a = 0.004077
jj shifts/(F2^2/zeta): J=2 -0.017286, J=3 -0.013209
maximum g = 0.06545 at x = 0.1380
steepest d ln g/d ln x = -0.4069 at x = 0.2512
ion Z | zeta, F2 (hartree) | x | g(x)
Kr 36 | 0.0251, 1.0091 | 0.0249 | 0.01948
Rh 45 | 0.0899, 1.4351 | 0.0627 | 0.04567
Xe 54 | 0.2338, 1.8554 | 0.1260 | 0.06508
Nd 60 | 0.3966, 2.1349 | 0.1858 | 0.06223
Er 68 | 0.7308, 2.5080 | 0.2914 | 0.05233
W 74 | 1.0956, 2.7887 | 0.3929 | 0.04701
Au 79 | 1.4931, 3.0234 | 0.4939 | 0.04402
Bi 83 | 1.8831, 3.2118 | 0.5863 | 0.04228
ion | full gap (cm^-1) | wavelength: full, F2*g, LS, jj (nm)
Kr | 4362 | 2292.6, 2317.6, 2422.5, 1308.8
Rh | 14468 | 691.2, 695.2, 675.5, 915.3
Xe | 26549 | 376.7, 377.3, 259.9, 703.0
Nd | 29231 | 342.1, 343.0, 153.2, 607.7
Er | 29134 | 343.2, 347.2, 83.1, 513.0
W | 29375 | 340.4, 347.5, 55.4, 458.1
Au | 30065 | 332.6, 342.3, 40.7, 419.9
Bi | 30875 | 323.9, 335.5, 32.3, 393.1
ion | weights of pure LS, jj states: J=2; J=3 (percent)
Kr | 98.6, 21.6; 98.6, 12.6
Rh | 93.4, 32.3; 90.3, 24.7
Xe | 78.3, 55.4; 61.7, 57.1
Nd | 61.5, 74.1; 39.1, 79.0
Er | 42.2, 89.6; 23.0, 92.3
W | 33.5, 94.7; 17.5, 96.1
Au | 28.9, 96.8; 14.9, 97.6
Bi | 26.4, 97.8; 13.5, 98.4
Bi direct F2(3/2,5/2) = 3.2158 hartree
Bi exchange G2(3/2,5/2) = 3.1336 hartree
Bi/Xe ratios: zeta 8.055, F2 1.731
Bi/Xe ratios: g 0.650, full gap 1.163
Xe wavelength change, exchange factor 1 to 1.5: -0.84 percent
Bi wavelength change, exchange factor 1 to 1.5: -0.88 percent
```
